# Limits and conditioning effect of the Teter–Payne–Allan preconditioner

## Problem

An iterative eigensolver in a plane-wave basis corrects a trial state by its residual. The Teter–Payne–Allan preconditioner multiplies the residual component of each plane wave $G$ by

$$K(x)=\frac{N(x)}{N(x)+16x^4},\qquad N(x)=27+18x+12x^2+8x^3,\qquad x=\frac{T_G}{T_{\rm ref}} .$$

Hartree atomic units are used, so $T_G=G^2/2$. With $T$ the diagonal matrix of the $T_G$, the reference energy $T_{\rm ref}=c^\dagger Tc/c^\dagger c$ is the kinetic energy of the smooth PAW state with coefficients $c$, per unit plane-wave norm.

The model is a periodic cell of length $L=6$ bohr with one projector $p$:

$$H=T+V+D\,pp^\dagger,\qquad S=1+q\,pp^\dagger,\qquad Hc_j=\varepsilon_jSc_j,\qquad c_i^\dagger Sc_j=\delta_{ij}.$$

Here $V(z)=-v\cos(2\pi z/L)$ with $v=1$ hartree, $D=0.2$ hartree and $q=0.2$. The projector is a normalized Gaussian, $p(z)\propto e^{-z^2/2\sigma^2}$ with $\sigma=0.5$ bohr. All plane waves with $T_G\le E_{\rm cut}$ are kept.

(a) Show that $K$ equals unity through third order at small $x$, and find the first deviation.

(b) Show that $K\to1/(2x)$ at large $x$, and find how fast this limit is approached.

(c) Explain why the condition number of $A=H-\varepsilon_0S$ governs the convergence to the lowest state, and how $K$ changes it.

(d) Show that the condition number with $K$ stays bounded as the cutoff grows.

(e) Measure the reduction for cutoffs from 10 to 640 hartree, and interpret it.

## Solution

### (a) Small $x$

Subtract the fraction from one:

$$1-K=\frac{16x^4}{N+16x^4}.$$

The denominator tends to 27 as $x\to0$, and its first correction is linear in $x$. Therefore

$$K=1-\frac{16}{27}x^4+O(x^5).$$

There are no terms in $x$, $x^2$ or $x^3$, because the same polynomial $N$ stands above and below. Plane waves with kinetic energy well below that of the state are left almost untouched. At $x=0.3$, $K=0.9962$, while the fourth-order formula gives 0.9952. At $x=1$ the values are 0.802 and 0.407, so the truncated series is no longer useful there.

### (b) Large $x$

The leading powers give $8x^3/16x^4=1/(2x)$ at once. To get the correction, set $y=2x/3$ and $s=1+y+y^2+y^3$. Since $18x=27y$, $12x^2=27y^2$, $8x^3=27y^3$ and $16x^4=81y^4$,

$$N=27s,\qquad \frac1K=1+\frac{81y^4}{27s}=1+\frac{3y^4}{s}.$$

The geometric sum obeys $(y-1)s=y^4-1$, so $y^4/s=y-1+1/s$. Hence

$$\frac1K=3y-2+\frac3s=2x-2+\frac3s .$$

The last term is $O(x^{-3})$. Inverting the rest gives

$$K=\frac{1}{2x}\,\frac{1}{1-1/x+O(x^{-4})}=\frac1{2x}+\frac1{2x^2}+O(x^{-3}).$$

The error of $1/(2x)$ relative to $K$ is

$$\frac{1/(2x)}{K}-1=-\frac1x+\frac{3}{2xs},$$

which decays only as $1/x$. A few values show both limits:

| $x$ | $K$ | $1/(2x)$ | error of $1/(2x)$ relative to $K$ |
|---:|---:|---:|---:|
| 0.5 | 0.9756 | 1.0000 | +2.5 % |
| 1 | 0.8025 | 0.5000 | −37.7 % |
| 3 | 0.2381 | 0.1667 | −30.0 % |
| 10 | 0.0555 | 0.0500 | −10.0 % |
| 100 | 0.00505 | 0.00500 | −1.0 % |

The small error at $x=0.5$ does not mean that the asymptotic regime has begun. The error changes sign between 0.5 and 1, so the two curves merely cross there.

Three inequalities will be needed in (d).

1. Since $3y^4/s\ge0$, we have $0<K\le1$.
2. Since $s\ge y^3$, we have $3y^4/s\le3y=2x$, so $1/K\le1+2x$.
3. For $xK<1$, use $x=3y/2$ and multiply $1/K-x$ by $s$:

$$\left(\frac1K-x\right)s=\left(\frac{3y}{2}-2\right)s+3=1-\frac{y+y^2+y^3}{2}+\frac{3y^4}{2}.$$

With $y\le(1+y^2)/2$ and $y^3\le(y^2+y^4)/2$, the right side is at least $\tfrac34-y^2+\tfrac54y^4$. As a quadratic in $y^2$ this has discriminant $1-\tfrac{15}{4}<0$, so it is positive, and $xK<1$ follows. Numerically, the largest value of $xK$ is 0.859, near $x=1.40$.

### (c) The matrix that governs convergence

Consider preconditioned descent with a fixed step $t$ and fixed $K$,

$$c\leftarrow c-tK\,[H-\varepsilon(c)S]\,c,\qquad \varepsilon(c)=\frac{c^\dagger Hc}{c^\dagger Sc}.$$

Write $c=c_0+\delta$. The first-order change of $\varepsilon(c)$ is proportional to $\delta^\dagger(H-\varepsilon_0S)c_0$, which vanishes. So $\varepsilon(c)=\varepsilon_0+O(\delta^2)$ and, to first order,

$$\delta\leftarrow(1-tKA)\,\delta,\qquad A=H-\varepsilon_0S .$$

The matrix $KA$ has the same eigenvalues as the symmetric matrix $B=K^{1/2}AK^{1/2}$, since $KA=K^{1/2}BK^{-1/2}$. One eigenvalue is zero. It belongs to the direction $c_0$, which only rescales the state. The others are positive when $\varepsilon_0$ is nondegenerate; call the smallest and largest of them $\lambda_{\min}$ and $\lambda_{\max}$.

An error component with eigenvalue $\lambda$ is multiplied by $1-t\lambda$ per step. The worst factor is smallest when the two ends are balanced, $1-t\lambda_{\min}=t\lambda_{\max}-1$. This gives

$$t=\frac{2}{\lambda_{\min}+\lambda_{\max}},\qquad \rho=\frac{\kappa-1}{\kappa+1},\qquad \kappa=\frac{\lambda_{\max}}{\lambda_{\min}} .$$

The energy error is $\varepsilon(c)-\varepsilon_0=c^\dagger Ac/c^\dagger Sc$, and $c^\dagger Ac=\delta^\dagger A\delta$ because $Ac_0=0$. Put $u=A^{1/2}\delta$. It evolves as $u\leftarrow(1-tA^{1/2}KA^{1/2})u$, with a symmetric matrix that has the same nonzero eigenvalues as $B$. In the linear regime the energy error therefore shrinks at least by the factor $\rho^2$ per step.

**Without $K$.** The highest plane wave has the diagonal element $A_{GG}\ge T_G-\varepsilon_0$, because $V$ has zero mean and the projector term is not negative here. As $\lambda_{\max}$ is at least as large as any diagonal element, it grows with the cutoff.

The smallest nonzero eigenvalue does not grow. Let $g=\varepsilon_1-\varepsilon_0$, and take $w=a_0c_0+a_1c_1$. Then $w^\dagger Aw=g|a_1|^2$. Since $S\le1+q$, also $w^\dagger w\ge(|a_0|^2+|a_1|^2)/(1+q)$. The quotient $w^\dagger Aw/w^\dagger w$ thus stays below $(1+q)g$ on a two-dimensional space, and by the min-max principle so does the second-lowest eigenvalue of $A$, which is its smallest nonzero one. Hence $\kappa$ grows at least in proportion to the cutoff once the latter is large.

**With $K$.** At high $G$ the kinetic part of $B$ becomes

$$KT_G=T_{\rm ref}\,xK\;\to\;\tfrac12T_{\rm ref}.$$

The $1/(2x)$ tail cancels the growth of the kinetic energy.

### (d) A bound that does not grow with the cutoff

Split $A=T+W$, with

$$W=V-\varepsilon_0+(D-\varepsilon_0q)\,pp^\dagger .$$

In this model $\varepsilon_0<0$, so the projector coefficient is positive. The norm of $p$ in the truncated basis does not exceed one. For a vector $v$ set $w=K^{1/2}v$. Then

$$\frac{v^\dagger Bv}{v^\dagger v}=\frac{w^\dagger Aw}{w^\dagger K^{-1}w}.$$

**Largest eigenvalue.** The kinetic part of $v^\dagger Bv$ is below $T_{\rm ref}v^\dagger v$, because $xK<1$. The remaining part is at most the upper limit of $W$, which is positive here, times $w^\dagger w\le v^\dagger v$. With $V_{\max}=v_0$, where $v_0=1$ hartree is the potential amplitude,

$$\lambda_{\max}\le T_{\rm ref}+v_0-\varepsilon_0+D-\varepsilon_0q .$$

**Smallest nonzero eigenvalue.** By the max-min principle, the second-lowest eigenvalue of $B$ is at least the minimum of the quotient under any one linear constraint. Choose $w^\dagger Sc_0=0$. Then $w$ contains only excited states, so

$$w^\dagger Aw\ge g\,w^\dagger Sw\ge g\,w^\dagger w .$$

Next, $W\ge-v_0-\varepsilon_0=-b$ with $b=\varepsilon_0+v_0$, which is positive here. So $w^\dagger Tw=w^\dagger Aw-w^\dagger Ww\le w^\dagger Aw+b\,w^\dagger w$. Using $1/K\le1+2x$, and then $w^\dagger w\le w^\dagger Aw/g$,

$$w^\dagger K^{-1}w\le w^\dagger w+\frac{2}{T_{\rm ref}}w^\dagger Tw
\le w^\dagger Aw\left[\frac1g+\frac{2}{T_{\rm ref}}\left(1+\frac bg\right)\right].$$

The inverse of the square bracket is a lower bound on $\lambda_{\min}$:

$$\lambda_{\min}\ge\left[\frac1g+\frac{2}{T_{\rm ref}}\left(1+\frac bg\right)\right]^{-1}.$$

Both bounds contain only $\varepsilon_0$, $g$, $T_{\rm ref}$ and model parameters. These settle to fixed values as the basis converges, so the condition number with $K$ cannot grow indefinitely.

At 640 hartree, $\varepsilon_0=-0.3180$, $g=0.7221$ and $T_{\rm ref}=0.1747$ hartree. The upper bound is

$$0.1747+1+0.3180+0.2+0.0636=1.756\ \text{hartree}.$$

With $b=0.6820$ hartree, the lower bound is 0.0423 hartree. Their ratio guarantees a condition number below 41.6. This is a guarantee, not an estimate of the actual value.

### (e) Measured reduction

Diagonalizing $A$ and $B$ gives the following condition numbers.

| $E_{\rm cut}$ (hartree) | waves | $\kappa$ without $K$ | $\kappa$ with $K$ | reduction |
|---:|---:|---:|---:|---:|
| 10 | 9 | 12.7 | 8.03 | 1.6 |
| 40 | 17 | 49.1 | 8.03 | 6.1 |
| 160 | 35 | 219.9 | 8.03 | 27.4 |
| 640 | 69 | 878.3 | 8.03 | 109.3 |

From 160 to 640 hartree the plain condition number rises by $878.3/219.9=3.99$, close to the factor 4 in the cutoff. The two earlier steps give 3.87 and 4.48. The plain $\kappa$ follows the largest $T_G$ actually present in the basis, which is 8.8, 35.1, 158.5 and 633.8 hartree at the four cutoffs. With $K$ it stays at 8.03. The reduction is therefore not a property of $K$ alone: it grows with the cutoff, and at 10 hartree it is modest. It also depends on the potential. For $v=10$ hartree, with all else unchanged, $\kappa$ with $K$ is 55.4 at 40, 160 and 640 hartree. The reduction is then about 7 at 640 hartree and about 0.5 at 40 hartree, where $K$ makes the conditioning worse.

With $K$ normalized as given, the two ends of the spectrum move as follows. At 640 hartree $K$ lowers the largest eigenvalue from 634.2 to 0.613 hartree, a factor of 1034. It also lowers the smallest nonzero one, from 0.722 to 0.0763 hartree, a factor of 9.5. The net gain is $1034/9.5\approx109$.

With this normalization the lower end can only fall. Since $K\le1$, $w^\dagger K^{-1}w\ge w^\dagger w$, so by the min-max principle the smallest nonzero eigenvalue of $B$ cannot exceed that of $A$. How the gain is split between the two ends is, however, a matter of normalization. A constant factor on $K$ is absorbed in the step $t$ and changes neither $\kappa$ nor the iteration. With $11.45\,K$, where 11.45 is the value of $2/T_{\rm ref}$ in inverse hartree, the two ends lie at 0.874 and 7.02 hartree, so the lower end is above its plain value while $\kappa$ is still 8.03. Only the ratio of the two ends matters.

Of the nonzero eigenvalues at 640 hartree, 91 % lie within 10 % of $T_{\rm ref}/2=0.0873$ hartree, as the large-$x$ limit suggests. The small-$x$ limit is hardly used in this cell: the first nonzero $G$ already has $x=3.14$, so $G=0$ is the only wave on the plateau.

**Effect on the iteration.** At 160 hartree, descent was started from the converged state plus small random noise, with $K$ held fixed and the best step for each case. The energy error was to fall by a factor of $10^6$. The linear estimate for the largest number of steps needed is $n=\ln10^{-6}/(2\ln\rho)$.

- Without $K$, $\rho=0.99095$ gives $n\approx760$; the iteration took 575 steps.
- With $K$, $\rho=0.7786$ gives $n\approx28$; the iteration took 24 steps.

The linear estimates differ by a factor of about 27, like the condition numbers, because $\ln\rho\approx-2/\kappa$ for large $\kappa$ makes $n$ roughly proportional to $\kappa$. The measured counts differ by a factor of 24 for this starting noise. That factor can change considerably with another start, because the actual counts depend on how the initial error is spread over the eigenvectors. A numerical Jacobian of the full nonlinear update reproduced both values of $\rho$ within $10^{-6}$, and a real-space finite-difference calculation confirmed $\varepsilon_0$, $\varepsilon_1$ and $T_{\rm ref}$ within $10^{-5}$ hartree.

**Where the preconditioner does not help.** Suppose that the gap $g$ is small. The smallest nonzero eigenvalue with $K$ is then at most $(1+q)g$, by the two inequalities above. The $G=0$ element of $B$, where $K=1$, is at least $-\varepsilon_0$, so $\lambda_{\max}\ge-\varepsilon_0$. Together,

$$\kappa_{\rm with\ K}\ge\frac{-\varepsilon_0}{(1+q)\,g}\qquad(\varepsilon_0<0).$$

This diverges as $g\to0$ at fixed $\varepsilon_0$. A diagonal kinetic preconditioner removes the stiffness caused by high plane waves, but not the slow separation of nearly degenerate states. For those, treating several states together as a block is the natural remedy, since the relevant gap is then the one above the block.

A nearly constant state is different. As $T_{\rm ref}\to0$ the lower bound in (d) tends to zero and its guarantee is lost, but the preconditioner itself need not fail. Take $D=q=0$ and a weak potential, and let $T_1$ be the kinetic energy of the first nonzero $G$. To leading order $T_{\rm ref}=-\varepsilon_0=v^2/(2T_1)$. In $B$ the $G=0$ element is then $T_{\rm ref}$, all other diagonal elements are $T_{\rm ref}/2$, and $G=0$ couples to each of the two first nonzero waves by $-T_{\rm ref}/2$. The nonzero eigenvalues are $\tfrac32T_{\rm ref}$ and $\tfrac12T_{\rm ref}$, so the condition number tends to 3. Only at $T_{\rm ref}=0$ is the variable $x$ undefined, and a positive reference energy must be supplied.

These measurements concern one state in a fixed one-dimensional Hamiltonian, and the step counts refer to fixed-step descent. With conjugate gradients, the usual partner of this preconditioner, the bound on the number of steps scales as $\sqrt\kappa$, so it improves only by about $\sqrt{27.4}\approx5$ at 160 hartree and $\sqrt{109}\approx10$ at 640 hartree. In a self-consistent PAW calculation $H$ changes during the iteration, and the convergence of the density is a separate matter. The complete values are in the numerical output.

## Calculated quantities

```
Taylor coefficients of K, x^0 to x^4: 1 0 0 0 -16/27
Coefficients of K in 1/x, orders 0 to 3: 0 1/2 1/2 1/2
Largest x*K(x): 0.8593 at x = 1.401
x, K, 1-16x^4/27, 1/(2x), relative error of 1/(2x) in percent
     0.1 0.999945 0.999941 5.000000 400.03
     0.3 0.996169 0.9952 1.666667 67.31
     0.5 0.975610 0.962963 1.000000 2.50
     1.0 0.802469 0.407407 0.500000 -37.69
     3.0 0.238095 -47 0.166667 -30.00
    10.0 0.055529 -5924.93 0.050000 -9.96
   100.0 0.005051 -5.92593e+07 0.005000 -1.00
Cell 6.0 bohr, potential amplitude 1.0 hartree, projector width 0.5 bohr
Projector strength D = 0.2 hartree, overlap q = 0.2
Cutoff (hartree), waves, kappa plain, kappa with K, reduction factor
    10   9 12.68 8.025 1.58
    40  17 49.08 8.034 6.11
   160  35 219.92 8.034 27.37
   640  69 878.27 8.034 109.32
Cutoff, smallest nonzero and largest eigenvalue: plain; with K (hartree)
    10 0.7221 9.157; 0.07640 0.61316
    40 0.7221 35.440; 0.07632 0.61317
   160 0.7221 158.794; 0.07632 0.61317
   640 0.7221 634.173; 0.07632 0.61317
At 640 hartree:
  eps0 = -0.31797 hartree, gap = 0.72207 hartree
  T_ref = 0.17466 hartree, T_ref/2 = 0.08733 hartree
  x of first nonzero G: 3.139
  lower bound 0.04228, upper bound 1.75622 hartree
  bound on kappa with K: 41.54
  share of nonzero eigenvalues within 10% of T_ref/2: 91.2 %
Real-space grid: eps0 = -0.31797, T_ref = 0.17466 hartree
Descent at 160 hartree, energy error reduced by a factor 1e6:
  plain: step 0.01254 per hartree, error factor 0.99095, steps 575, linear limit 759.6
  with K: step 2.90070 per hartree, error factor 0.77861, steps 24, linear limit 27.6
Ratio of step counts: 23.96
```
